# Why a finite contact perturbation fails as tight basis functions are added

## Question

I compute isotropic hyperfine couplings by finite differences. I add $\lambda\,\delta(\mathbf r)S_z$ to the Hamiltonian, with the nucleus at the origin, run the calculation at $+\lambda$ and $-\lambda$, and take the slope of the energy. My step is $\lambda=0.01$ in atomic units, which looks small, and the central difference removes the quadratic term.

In a modest Gaussian basis this gives a sensible spin density at the nucleus. Contact densities need tight $s$ functions, so I added some. The slope drifted away, and with still tighter functions one of the two energies became enormously negative. Is this a numerical fault of the tight functions? I had taken $\lambda\,\delta(\mathbf r)S_z$ to be a finite field like any other: choose a small step once, then converge the basis.

## Answer

The tight functions are reporting a property of the Hamiltonian. For any nonzero $\lambda$, of either sign, its energy has no lower bound in three dimensions. A finite basis hides this, and each tighter function hides it less. The slope at $\lambda=0$ remains meaningful; the range of steps that gives it shrinks.

I use atomic units, so $\lambda$ is in $E_h\,\mathrm{bohr}^3$, and a nonrelativistic electron with a fixed point nucleus of charge $Z$. A spin-up electron has $S_z=1/2$ and sees $s\,\delta(\mathbf r)$ with $s=\lambda/2$. A spin-down electron sees $-s\,\delta(\mathbf r)$. One spin is therefore attracted whichever sign $\lambda$ has. Even for a single spin-up electron, a central difference visits the attractive sign. That one-electron case is the one in which only one of the two energies collapses. When both spins reach the nucleus, both energies do: in unrestricted Hartree–Fock with $s$ exponents in the ratio 3 up to $10^6\,\mathrm{bohr}^{-2}$ and $\lambda=\pm0.01$, the Li and N atoms fall to about $-1.4\times10^6\,E_h$ at either sign.

### The energy has no floor

Let $u=|\lambda|/2$ be the strength of the attraction, and take the normalized trial function

$$\psi=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2}.$$

Since $\nabla\psi=-2\alpha\mathbf r\,\psi$ and $\langle r^2\rangle=3/(4\alpha)$, the kinetic energy is

$$\tfrac12\int|\nabla\psi|^2d^3r=2\alpha^2\langle r^2\rangle=\tfrac32\alpha .$$

The nuclear attraction is

$$-Z\left(\frac{2\alpha}{\pi}\right)^{3/2}4\pi\int_0^\infty r\,e^{-2\alpha r^2}dr
=-Z\left(\frac{2\alpha}{\pi}\right)^{3/2}\frac{\pi}{\alpha}
=-2Z\sqrt{\frac{2\alpha}{\pi}} .$$

The contact term is $-u|\psi(0)|^2$. Together,

$$E(\alpha)=\tfrac32\alpha-2Z\sqrt{\frac{2\alpha}{\pi}}-u\left(\frac{2\alpha}{\pi}\right)^{3/2}.$$

Squeezing the electron costs energy proportional to $\alpha$ but gains energy proportional to $\alpha^{3/2}$. The gain wins at large $\alpha$ for every $u>0$. A smaller $u$ merely moves the takeover to larger $\alpha$, in proportion to $u^{-2}$.

For $Z=1$ and your step, $u=0.005$. The trial energy is $+6.9\times10^4\,E_h$ at $\alpha=10^5\,\mathrm{bohr}^{-2}$ and $-1.04\times10^6\,E_h$ at $10^6\,\mathrm{bohr}^{-2}$. Beyond a minimum near $\alpha=0.28\,\mathrm{bohr}^{-2}$, the energy of this single Gaussian climbs steeply before it finally falls. A basis can combine several Gaussians, so the step at which it collapses must be found from the whole basis, as is done below.

Electron repulsion does not prevent it. Put a second electron, of opposite spin, in a fixed Gaussian orbital of exponent $\beta$. Its electrostatic potential, $\operatorname{erf}(\sqrt{2\beta}\,r)/r$, is largest at the origin, where it equals $2\sqrt{2\beta/\pi}$. The repulsion cannot exceed this value, however tight the first electron becomes. The second electron's own energy is also fixed, so the sum still falls without limit.

Dimension matters. In one dimension the same trial function has kinetic energy $\alpha/2$ and contact energy $-u\sqrt{2\alpha/\pi}$, so the kinetic term wins. The bound state there is $e^{-\kappa|x|}$. Integrating the Schrödinger equation across the origin gives a slope jump $-2\kappa=-2u$, hence $\kappa=u$ and $E=-u^2/2$. Intuition from the one-dimensional delta well does not carry over.

### What a finite basis does

In an orthonormal basis of real functions $\chi_i$, the delta function has matrix elements $\chi_i(0)\chi_j(0)$. This matrix is a vector times its transpose, so it has rank one, and the energy can be found almost in closed form.

Let $\phi_k$ and $\varepsilon_k$ be the $s$-type eigenstates and energies without the perturbation, in this basis. Write $a_k=\phi_k(0)$, and assume a nondegenerate ground state. Expanding the perturbed state as $\sum_k c_k\phi_k$ gives

$$(\varepsilon_k-E)c_k+s\,a_kN=0,\qquad N=\sum_l a_lc_l .$$

For a shifted level $N\neq0$. Solve for $c_k$, multiply by $a_k$, sum over $k$ and divide by $N$:

$$1+s\sum_k\frac{a_k^2}{\varepsilon_k-E}=0 .$$

Now set $x=E-\varepsilon_0$, $\rho=a_0^2$ and $\Delta_k=\varepsilon_k-\varepsilon_0$. The $k=0$ term is $-s\rho/x$, so

$$x=\frac{s\rho}{1+sF(x)},\qquad F(x)=\sum_{k>0}\frac{a_k^2}{\Delta_k-x}=G+xG_2+\dots,$$

$$G=\sum_{k>0}\frac{a_k^2}{\Delta_k},\qquad G_2=\sum_{k>0}\frac{a_k^2}{\Delta_k^2}.$$

To lowest order $x=s\rho$. Inserting this in $F$ and expanding the denominator through second order in $s$ gives

$$x=s\rho\left[1-sG+s^2\left(G^2-\rho G_2\right)+O(s^3)\right].$$

The first term is what you want: $dE/d\lambda=\rho/2$ at $\lambda=0$, the expectation value of $\delta(\mathbf r)S_z$. A one-sided difference has leading relative error $-sG$. In a central difference the odd correction cancels:

$$\frac{x(s)-x(-s)}{2s}=\rho\left[1+s^2(G^2-\rho G_2)+O(s^4)\right].$$

For a relative error $\tau$, measured against $\rho$ in the same basis, the largest step is to leading order

$$\lambda_\tau=2s_\tau=\frac{2\sqrt{\tau}}{\sqrt{G^2-\rho G_2}} .$$

### Why tight functions shrink the step

The growth of $G$ can be seen in the wavefunction. The first-order correction is

$$\psi_1=-s\,a_0\sum_{k>0}\frac{a_k\phi_k}{\Delta_k},\qquad \psi_1(0)=-s\,G\,\phi_0(0).$$

In a complete basis, close to the nucleus, the kinetic operator must balance the delta source:

$$-\tfrac12\nabla^2\psi_1\simeq-s\,\phi_0(0)\,\delta(\mathbf r).$$

Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the solution is $\psi_1\simeq-s\phi_0(0)/(2\pi r)$. This function is square integrable but infinite at the very point where its value is needed. Gaussians with largest exponent $\alpha$ can follow it only down to $r\sim\alpha^{-1/2}$, so $G\sim\sqrt\alpha$.

The coefficient comes from the kinetic energy alone. For tight functions the nuclear attraction is smaller than the kinetic energy by a factor of order $Z/\sqrt\alpha$. To leading order, then,

$$G\simeq\mathbf g^{T}\mathbf T^{-1}\mathbf g ,$$

where $\mathbf g$ holds the basis-function values at the nucleus and $\mathbf T$ is the kinetic matrix. If all exponents are multiplied by $q$, then $\mathbf T$ grows by $q$ and $\mathbf g$ by $q^{3/4}$, so the product grows by $q^{3/2}/q=\sqrt q$. For a long even-tempered series this gives $G\simeq c\sqrt\alpha$, with $c$ set by the exponent ratio. Hence $\lambda_\tau\propto\alpha^{-1/2}$.

### Numbers for a model

Take one electron and $Z=1$, with $s$ Gaussians from $0.0215\,\mathrm{bohr}^{-2}$ upward in the ratio $10^{1/3}$. Diagonalizing the matrices gives the following, with $\alpha$ in $\mathrm{bohr}^{-2}$, $\rho$ in $\mathrm{bohr}^{-3}$, $G$ in $E_h^{-1}\mathrm{bohr}^{-3}$ and $\lambda_\tau$ in $E_h\,\mathrm{bohr}^3$ for $\tau=1\%$:

| largest $\alpha$ | $\rho$ | $G$ | $\lambda_\tau$ |
|---|---|---|---|
| $10^2$ | 0.2998 | 5.43 | 0.0370 |
| $10^3$ | 0.3125 | 15.27 | 0.0131 |
| $10^4$ | 0.3165 | 45.44 | 0.00440 |
| $10^5$ | 0.3177 | 140.0 | 0.00143 |
| $10^6$ | 0.3181 | 438.2 | 0.000456 |

At $\alpha=10^4$, for example, $G_2=1.074\,E_h^{-2}\mathrm{bohr}^{-3}$. Then $\rho G_2\approx0.34$ is negligible beside $G^2\approx2065$, and $\lambda_\tau\approx2(0.1)/45.44=0.0044$. Central differences taken at the listed steps do have errors of $1.01\%$. Over the last decade of $\alpha$ the step falls as $\alpha^{-0.4955}$, close to the limiting power.

The $\rho$ column shows the dilemma. The exact model density is $1/\pi=0.3183\,\mathrm{bohr}^{-3}$. The basis value is $5.8\%$ too low at $\alpha=10^2$ and $0.06\%$ too low at $10^6$. The functions that improve the density are the ones that spoil the step.

Now keep your step, $\lambda=0.01$. The error of the central difference relative to $\rho$, and the lowest energy on the attractive side, become:

| largest $\alpha$ | error | lowest $E$ ($E_h$) |
|---|---|---|
| $10^2$ | $0.07\%$ | $-0.5015$ |
| $10^3$ | $0.59\%$ | $-0.5017$ |
| $10^4$ | $5.4\%$ | $-0.5020$ |
| $10^5$ | $96\%$ | $-0.5053$ |
| $10^6$ | $6\times10^{10}\,\%$ | $-1.9\times10^6$ |

The drift before the collapse follows from the secular equation. Neglecting $xG_2$ beside $G$, the central difference divided by $\rho$ is

$$\frac12\left[\frac1{1+sG}+\frac1{1-sG}\right]=\frac1{1-s^2G^2}.$$

At $\alpha=10^5$, $sG=0.005\times140=0.70$, so the ratio is $1/(1-0.49)=1.96$: an error of $96\%$. In this one-electron model the energy at that point still looks entirely ordinary (in an atom with a paired core, both energies are already pulled down). A plausible total energy is therefore no evidence that the step is sound.

### The collapse, and why following the state does not help

Consider the states orthogonal to $\phi_0$ under an attraction $-u\,\delta(\mathbf r)$. Their secular equation is

$$1=u\sum_{k>0}\frac{a_k^2}{\varepsilon_k-E}.$$

Below $\varepsilon_1$ the sum increases steadily with $E$, so there is one root in that region, and it is the lowest. It reaches $\varepsilon_0$ when $u=1/G$, that is, at

$$\lambda_c=\frac2G .$$

There an intruder state meets the original one, and their coupling turns the meeting into an avoided crossing. For $\alpha=10^5$ the table gives $\lambda_c=0.0143$, above your step. For $\alpha=10^6$ it gives $0.0046$, below it. The sudden failure lies between these two bases.

You might try to keep the root nearest the original energy and ignore the collapsed one. At $\alpha=10^6$ we have $uG=2.19$, and the nearest root on the attractive side is shifted by

$$x=\frac{-u\rho}{1-uG}=\frac{-1.59}{1-2.19}\,\mathrm{m}E_h=+1.34\,\mathrm{m}E_h .$$

An attraction has raised the level, because the intruder now lies below and pushes it up. On the repulsive side the shift is $1.59/3.19=0.50\,\mathrm{m}E_h$, where first order predicts $1.59\,\mathrm{m}E_h$. The central difference of these two roots is

$$\frac{(0.50-1.34)\times10^{-3}}{2\times0.005}=-0.084\ \mathrm{bohr}^{-3},$$

a negative contact density where the true one is $+0.318$.

The order of limits is the root of this. Take $\lambda\to0$ first, then enlarge the basis, and the slope tends to the correct density. Hold $\lambda$ fixed and let $G\to\infty$, and the repulsive shift tends to zero: the electron opens an ever narrower hole at the nucleus at vanishing cost. On the attractive side the lowest energy falls without limit, while the root next above it returns to $\varepsilon_0$. Converging the basis at fixed $\lambda$ thus converges to the wrong answer or to none.

### The lower edge of the window

Very small steps lose to energy noise. If each energy may be wrong by $\delta E$, the central difference $[E(s)-E(-s)]/(2s)$ may be wrong by $\delta E/s=2\delta E/\lambda$. Keeping this below $\tau\rho$ requires

$$\lambda>\frac{2\,\delta E}{\rho\,\tau}.$$

For $\delta E=10^{-6}E_h$ and $\tau=1\%$ the floor is $2\times10^{-6}/(0.318\times0.01)=6.3\times10^{-4}\,E_h\,\mathrm{bohr}^3$. In the largest basis the upper edge is $4.6\times10^{-4}$, so no step guarantees both errors. This is a worst case, since errors common to the two runs cancel. Tighter energy convergence lowers the floor in proportion and reopens the window.

Nuclear charge enters simply in the one-electron model. Writing $\mathbf r=\mathbf r'/Z$ turns the Hamiltonian into $Z^2$ times the $Z=1$ problem, with strength $Zs$ and exponents $\alpha/Z^2$. Therefore

$$\lambda_\tau(Z,\alpha)=\frac1Z\,\lambda_\tau\!\left(1,\frac{\alpha}{Z^2}\right)\propto\frac1Z\left(\frac{\alpha}{Z^2}\right)^{-1/2}=\alpha^{-1/2}.$$

At leading order, which requires $\alpha\gg Z^2$, the largest exponent sets the step and $Z$ drops out. In the basis above, the $1\%$ step for $Z=8$ is $14\%$ smaller than for $Z=1$ at $\alpha=10^4$ and $3\%$ smaller at $10^6$. But the same relative accuracy of $\rho$ needs exponents larger by $Z^2$, so the usable step then falls as $1/Z$.

### What to do instead

**Use the analytic first derivative.** For a variational wavefunction this is the expectation value of the contact operator. For a method whose energy is not variational, use the relaxed spin density, which includes the response of the wavefunction parameters. No finite $\lambda$ enters, and tight functions may be added freely.

**If you must use finite differences, tie the step to the basis.** Reduce $\lambda$ at least as $\alpha^{-1/2}$, and repeat with half the step. This power belongs to the nonrelativistic kinetic energy. With a relativistic one, which grows only linearly with momentum, and the same point delta, $G$ grows almost in proportion to $\alpha$ once $\alpha^{-1/2}$ is below the Compton wavelength. While the leading error law holds and noise is small, halving reduces the error fourfold.

**A smeared contact operator is a different compromise.** Replace the delta by $w(r)=(\zeta/\pi)^{3/2}e^{-\zeta r^2}$. This function never exceeds $(\zeta/\pi)^{3/2}$, so the energy of the one-electron model cannot fall below $-Z^2/2-u(\zeta/\pi)^{3/2}$. With $\zeta=10^4\,\mathrm{bohr}^{-2}$ and your $\lambda=0.01$, the finite-difference density is $0.3129\,\mathrm{bohr}^{-3}$ for largest exponents of $10^4$, $10^5$ and $10^6$ alike.

It converges, but not to $\rho$. The smeared expectation value is $0.3112$, so the step still contributes $+0.5\%$. The smearing itself lowers the density: near the nucleus the model density is $\rho(1-2Zr)$, and the mean radius of $w$ is $2/\sqrt{\pi\zeta}=0.0113$ bohr, which predicts a loss of about $2.3\%$. The computed loss is $2.2\%$. Sharpening the operator brings the step problem back, with $\zeta$ in the role of $\alpha$: at $\zeta=10^6\,\mathrm{bohr}^{-2}$ the smearing loss is only $0.23\%$, but the same step is in error by $81\%$.

### Does the real hyperfine interaction collapse too?

The contact interaction is $C\,\mathbf I\cdot\mathbf S\,\delta(\mathbf r)$, with $C=\tfrac23\mu_0g_e\mu_Bg_N\mu_N$ in SI units and $g_e$ taken positive. For a model nucleus with $g_N=1$, $C=1.22\times10^{-7}\,E_h\,\mathrm{bohr}^3$. The coupling $A=C\rho$ is then $3.87\times10^{-8}\,E_h$, or $255$ MHz.

Freeze the nuclear spin at $m_I=1/2$. Then $\lambda=C/2$ and $s=C/4=3.0\times10^{-8}$. Taken literally, the point model would collapse once $s\,c\sqrt\alpha=1$. With $c=0.436\,E_h^{-1}\mathrm{bohr}^{-2}$, from the kinetic matrix of the largest basis, the corresponding length is

$$\alpha^{-1/2}=s\,c=1.3\times10^{-8}\ \mathrm{bohr}.$$

The reduced Compton wavelength is $7.3\times10^{-3}$ bohr, so this nonrelativistic estimate has lost its validity long before. That alone does not rule out a collapse, because a relativistic kinetic energy grows only linearly with momentum and resists squeezing less: with the free-particle square-root form and the same point delta, the length moves out to roughly $2\times10^{-6}$ bohr. What removes the collapse is the size of the nucleus. A magnetization spread over a radius of $0.84$ fm, or $1.6\times10^{-5}$ bohr, is wider than either length and leaves $sG$ well below 1 (about $3\times10^{-4}$ with the nonrelativistic and $0.07$ with the square-root kinetic energy). The collapse belongs to the point operator used beyond first order. Your step of $0.01$ is about $1.6\times10^5$ times the $\lambda$ of this model nucleus. That is why the collapse already appears between $\alpha=10^5$ and $10^6\,\mathrm{bohr}^{-2}$ in the uncontracted basis used here.
